\section*{The s character of a Pb-centre hybrid from its hyperfine splittings}

\section{Problem}

A Pb centre is a silicon atom at the interface between silicon and its oxide. It is bonded to three other silicon atoms, and its fourth orbital holds one unpaired electron. When the central nucleus is silicon-29, which has spin $1/2$, the electron spin resonance splits into two lines. The separation is 156~G with the magnetic field along the axis of the dangling orbital, and 91~G with the field perpendicular to it.

Describe the part of the unpaired orbital on the central atom by
\begin{equation}
\psi=\eta\left(\alpha\,\psi_{3s}+\beta\,\psi_{3p}\right),\qquad \alpha^2+\beta^2=1,
\label{orbital}
\end{equation}
where $\psi_{3p}$ points along the axis and all coefficients are real. The bracket is the normalised hybrid. What is its s character $\alpha^2$?

For the free atom use restricted open-shell Hartree--Fock values for the quintet $3s^13p^3$. This state is spherical and has the valence occupation of a silicon atom prepared for four bonds. The values are
\begin{equation}
|\psi_{3s}(0)|^2=3.867\ a_0^{-3},\qquad \langle r^{-3}\rangle_{3p}=2.246\ a_0^{-3},
\end{equation}
with $a_0$ the Bohr radius, which is the unit of length in Rydberg atomic units too. The nuclear $g$ factor is $g_n=-1.1106$. Hyperfine constants are quoted in gauss, meaning energy divided by $g_e\mu_B$.

\section{A tempting solution}

The hyperfine interaction has an isotropic part $a$ and an axial part $b$, with $A_\parallel=a+2b$ and $A_\perp=a-b$. The isotropic part is
\begin{equation}
a=\frac{156+2\times 91}{3}=112.67\ \mathrm{G}.
\end{equation}
Only an s orbital has density at the nucleus, so $a$ measures s content. One full 3s electron would give 1226.4~G, as derived below. Hence
\begin{equation}
\alpha^2=\frac{112.67}{1226.4}=0.092 .
\end{equation}
The orbital is normalised, so the remaining 91 percent must be p. The hybrid has 9 percent s character.

\section{Where it fails}

This solution used one combination of the two splittings. The other combination tests it. One full 3p electron gives an axial constant of 34.01~G, so a p share of 0.908 would require
\begin{equation}
b=0.908\times34.01=30.9\ \mathrm{G}.
\end{equation}
The splittings would then be $112.67+61.8=174$~G and $112.67-30.9=82$~G, not 156 and 91~G.

The fault lies in the word ``normalised''. The whole molecular orbital is normalised, but part of it lies on other atoms. The ratio $a/a_s$, with $a_s$ the contact constant of a full 3s electron, is the population $\eta^2\alpha^2$. It equals $\alpha^2$ only if $\eta^2=1$. The p population must be measured separately, and the two populations must then be divided by their sum.

\section{From line separation to tensor}

Let $\theta$ be the angle between the field direction $\mathbf n$ and the axis $z$. In field units the spin Hamiltonian is
\begin{equation}
\frac{H}{g_e\mu_B}=\mathbf B\cdot\mathbf S+\mathbf S\cdot\mathsf A\cdot\mathbf I-\frac{g_n\mu_N}{g_e\mu_B}\,\mathbf B\cdot\mathbf I ,
\label{ham}
\end{equation}
where $\mathsf A$ is diagonal with elements $A_\perp,A_\perp,A_\parallel$. The electron $g$ factor is taken as isotropic.

When $B$ is much larger than the hyperfine constants, the electron spin is quantised along $\mathbf n$. To leading order $\mathbf S$ is replaced by $m_S\mathbf n$, and the hyperfine term becomes
\begin{equation}
m_S\,\mathbf n\cdot\mathsf A\cdot\mathbf I=m_SK\,\mathbf u\cdot\mathbf I .
\end{equation}
Here $\mathbf u$ is a unit vector and $K$ is the length of $\mathbf n\cdot\mathsf A=(A_\perp\sin\theta,0,A_\parallel\cos\theta)$:
\begin{equation}
K(\theta)=\sqrt{A_\parallel^2\cos^2\theta+A_\perp^2\sin^2\theta}.
\label{rule}
\end{equation}
An allowed transition changes $m_S$ from $-1/2$ to $1/2$ and leaves the nuclear state, with projection $m_I=\pm1/2$ on $\mathbf u$, unchanged. Its energy is $B+m_IK$. To first order the nuclear Zeeman term shifts both electron levels equally, because the nuclear state is the same in both, and it cancels. At a fixed microwave quantum $B_0$ the lines lie at $B_0\mp K/2$, a distance $K$ apart.

At 9.50~GHz the central field is 3389.8~G. Diagonalizing the full Hamiltonian and searching for the resonance fields gives separations of 156.03, 127.73 and 91.03~G at $0^\circ$, $45^\circ$ and $90^\circ$. Equation~(\ref{rule}) gives 156.00, 127.70 and 91.00~G.

The small excess can be traced for the parallel field. There $A_\perp$ mixes the two states with opposite spins. Without the nuclear Zeeman term, the allowed transition with $m_I=1/2$ has energy
\begin{equation}
\frac B2+\frac12\sqrt{B^2+A_\perp^2}+\frac{A_\parallel}{2}
\simeq B+\frac{A_\parallel}{2}+\frac{A_\perp^2}{4B}.
\end{equation}
The other line has the same last term. It moves both lines down in field, the lower one slightly more, since its $B$ is smaller. The separation grows by about $A_\parallel A_\perp^2/(4B_0^2)=0.03$~G, which is negligible here.

Equation~(\ref{rule}) contains squares, so the splittings give only the magnitudes of $A_\parallel$ and $A_\perp$. Their relative sign has to be settled separately.

\section{From tensor to orbital}

The nuclear moment is $\boldsymbol\mu=g_n\mu_N\mathbf I$. At position $\mathbf r=r\hat{\mathbf r}$ it produces the field
\begin{equation}
\mathbf B_n=\frac{\mu_0}{4\pi}\,\frac{3(\boldsymbol\mu\cdot\hat{\mathbf r})\hat{\mathbf r}-\boldsymbol\mu}{r^3}+\frac{2\mu_0}{3}\,\boldsymbol\mu\,\delta(\mathbf r).
\end{equation}
The last term follows from modelling the nucleus as a small uniformly magnetised sphere. Its inner field is $2\mu_0\mathbf M/3$, and $\mathbf M$ times the volume is $\boldsymbol\mu$. The integral of the inner field is therefore $2\mu_0\boldsymbol\mu/3$, whatever the radius.

The electron moment is $-g_e\mu_B\mathbf S$, so its energy in this field is $+g_e\mu_B\mathbf S\cdot\mathbf B_n$. Averaging over the orbital and dividing by $g_e\mu_B$ gives
\begin{equation}
A_{ij}=g_n\mu_N\left[\frac{2\mu_0}{3}|\psi(0)|^2\delta_{ij}+\frac{\mu_0}{4\pi}\left\langle\frac{3\hat r_i\hat r_j-\delta_{ij}}{r^3}\right\rangle\right].
\label{tensor}
\end{equation}
As a check of the first prefactor, the hydrogen ground state with an infinitely heavy proton gives 1422.8~MHz, close to the known value of roughly 1420~MHz.

Since $g_n$ is negative, a positive spin density at the nucleus gives a negative $a$, and p spin along the axis gives a negative $b$. From here on $|g_n|$ is used and the common minus sign is dropped.

\subsection{The contact part}

A p orbital vanishes at the nucleus, so $|\psi(0)|^2=\eta^2\alpha^2|\psi_{3s}(0)|^2$ and
\begin{equation}
a=\eta^2\alpha^2a_s,\qquad a_s=\frac{2\mu_0}{3}|g_n|\mu_N|\psi_{3s}(0)|^2 .
\end{equation}
The prefactor is 317.13~G for a density of one $a_0^{-3}$. Thus $a_s=317.13\times3.867=1226$~G; the unrounded density gives 1226.4~G.

\subsection{The dipolar part}

Write $\psi_{3s}=R_s/\sqrt{4\pi}$ and $\psi_{3p}=\sqrt{3/4\pi}\,R_p\,x$, with $x=\cos\vartheta$ measured from the axis. The square of the hybrid has three parts. In the $zz$ element of equation~(\ref{tensor}) each is multiplied by $3x^2-1$.

The s--s part has no angular dependence, and
\begin{equation}
\int_{-1}^{1}(3x^2-1)\,dx=2-2=0 .
\end{equation}
The angular integral is taken first, because the radial integral alone diverges at the nucleus; the inside of the nucleus is already in the contact term. The s--p part carries one more factor $x$, so its integrand is odd and it vanishes too. For the p--p part,
\begin{equation}
\frac{3}{4\pi}\,2\pi\int_{-1}^{1}x^2(3x^2-1)\,dx=\frac32\left(\frac65-\frac23\right)=\frac45 .
\end{equation}
The dipolar tensor is traceless and axial, so each perpendicular element has the factor $-2/5$. The $zz$ element is $2b$, and therefore
\begin{equation}
b=\eta^2\beta^2b_p,\qquad b_p=\frac25\,\frac{\mu_0}{4\pi}|g_n|\mu_N\langle r^{-3}\rangle_{3p}.
\end{equation}
With $\mu_0|g_n|\mu_N/4\pi=37.854$~G for one $a_0^{-3}$, this is $b_p=0.4\times37.854\times2.246=34.01$~G.

The cross term shapes the orbital: it makes one lobe larger than the other. It leaves no trace in $b$, because the dipolar interaction is even under inversion through the nucleus.

\section{The s character}

Solving $A_\parallel=a+2b$ and $A_\perp=a-b$ gives
\begin{align}
a&=\frac{A_\parallel+2A_\perp}{3}=112.67\ \mathrm G,\\
b&=\frac{A_\parallel-A_\perp}{3}=\frac{156-91}{3}=21.67\ \mathrm G .
\end{align}
The two populations are
\begin{equation}
\eta^2\alpha^2=\frac{112.67}{1226.4}=0.0919,\qquad
\eta^2\beta^2=\frac{21.67}{34.01}=0.637 .
\end{equation}
Because $\alpha^2+\beta^2=1$, their sum is the weight on the atom, $\eta^2=0.729$. The normalised hybrid has
\begin{equation}
\alpha^2=\frac{0.0919}{0.729}=0.126 .
\end{equation}
The s character is 12.6 percent with this atomic reference, or roughly 13 percent at the accuracy discussed below. The tempting solution found the correct s population, 9 percent, and gave it the wrong name.

The weight need not be computed first. Dividing the populations gives
\begin{equation}
\frac{\beta^2}{\alpha^2}=\frac ba\,\frac{a_s}{b_p}
=\frac ba\,\frac{20\pi}{3}\,\frac{|\psi_{3s}(0)|^2}{\langle r^{-3}\rangle_{3p}}=6.93,
\label{ratio}
\end{equation}
where $20\pi/3$ is the contact factor $2/3$ divided by $(2/5)/(4\pi)$. Then $\alpha^2=1/(1+6.93)=0.126$. The nuclear moment has cancelled, so an error in $g_n$ would alter $\eta^2$ but not $\alpha^2$.

The chain was also tested in reverse. A hybrid with 15.00 percent s character was built from the atomic orbitals, its dipolar tensor was found by three-dimensional quadrature, and its resonance fields came from diagonalization. Inverting the line separations returned 15.01 percent.

\subsection{The relative sign}

Suppose instead that $A_\parallel=156$~G and $A_\perp=-91$~G. Then
\begin{equation}
a=\frac{156-182}{3}=-8.67\ \mathrm G,\qquad b=\frac{156+91}{3}=82.33\ \mathrm G ,
\end{equation}
and the p population would be $82.33/34.01=2.42$. One unpaired electron in this orbital cannot supply it. Reversing both signs leaves $|b|$ unchanged and does not help. The two components therefore have equal signs, and with $g_n<0$ and positive populations both are negative.

\section{Limiting cases and geometry}

Keep the weight at $\eta^2=0.729$ and vary the hybrid. For a pure p orbital, $a=0$ and $b=0.729\times34.01=24.8$~G. The components are then 49.6 and $-24.8$~G in the sign convention used here, so in this model opposite signs occur when s character is small. Polarisation of the paired shells, discussed below, can add to $a$ and make the signs equal even for a pure p orbital, as it does in calculations of planar SiH$_3$. For an sp$^3$ hybrid, $\alpha^2=1/4$, and
\begin{align}
a&=0.729\times0.25\times1226.4=224\ \mathrm G,\\
b&=0.729\times0.75\times34.01=18.6\ \mathrm G,
\end{align}
which gives splittings of 261 and 205~G. The given values lie between these cases. A little s character has a large effect on the mean splitting because $a_s$ is 36 times $b_p$.

The s character can be read as a bond angle if one more assumption is made: the central atom has four orthonormal hybrids built from one s and three p orbitals, and the three equivalent back hybrids point along their bonds. The s shares of all four add to one, so each back hybrid has
\begin{equation}
\sigma=\frac{1-0.126}{3}=0.291 .
\end{equation}
Two back hybrids at an angle $\omega$ have overlap $\sigma+(1-\sigma)\cos\omega$, since two p orbitals overlap by the cosine of the angle between their axes. Orthogonality requires
\begin{equation}
\cos\omega=-\frac{\sigma}{1-\sigma}=-0.41,\qquad \omega\simeq114^\circ .
\end{equation}
For $\sigma=1/4$ the same formula gives the tetrahedral angle, $109.5^\circ$. In this picture the atom has moved towards the plane of its three neighbours. The angle is an inference from hybridisation, not a measured geometry, and the relation is rough. In a density-functional calculation (PBE) of SiH$_3$ with bond angles of $114^\circ$, the unpaired orbital has only 6 or 9 percent s character by the same atomic reference, depending on whether it is taken as the highest spin-up orbital or as the singly occupied natural orbital. With tetrahedral bond angles, the total hyperfine constants of SiH$_3$ give about 13 percent when analysed as above. The s character found here therefore does not by itself show that the atom has moved towards the plane.

\section{How firm is the number?}

\subsection{The atomic reference}

The splittings are held fixed here and the free-atom values are changed. The contact density depends slightly on the Gaussian basis: an uncontracted cc-pVTZ basis, which has fewer steep functions, lowers the quintet value by 1.3 percent. It also lowers $\langle r^{-3}\rangle_{3p}$ by 0.3 percent. Together the two changes raise the s character by about 0.1 percentage points, which is small beside the changes of reference below. The Hartree--Fock triplet, the ground configuration $3s^23p^2$, has $|\psi_{3s}(0)|^2=3.809\,a_0^{-3}$ and $\langle r^{-3}\rangle_{3p}=2.042\,a_0^{-3}$. It gives $\alpha^2=11.7$ percent and $\eta^2=0.79$. The local-density approximation for the quintet has 4.818 and $2.684\,a_0^{-3}$, and gives 12.2 percent and 0.61.

The weight thus varies much more than the s character. Equation~(\ref{ratio}) shows why. Going from Hartree--Fock to the local-density quintet raises the contact density by 25 percent and $\langle r^{-3}\rangle$ by 20 percent. Their ratio, which fixes $\alpha^2$, rises by 4 percent, whereas both populations fall. None of these references is exact: Hartree--Fock omits correlation, the local-density functional approximates exchange and correlation, and all three use free-atom orbitals for a bonded atom.

\subsection{Errors in the splittings}

Let $q=a/b$. From equation~(\ref{ratio}), $\alpha^2=q/(q+c)$ with $c=a_s/b_p$. Differentiation gives $d\alpha^2=c\,dq/(q+c)^2$, and since $1-\alpha^2=c/(q+c)$,
\begin{equation}
\frac{d\alpha^2}{\alpha^2}=(1-\alpha^2)\left(\frac{da}{a}-\frac{db}{b}\right).
\end{equation}
The sensitive quantity is $b$, a small difference between two larger numbers. If both splittings rise by 5~G, $b$ does not change and $a$ rises by 4 percent. If the parallel one rises by 5~G and the perpendicular one falls by 5~G, $b$ rises by 3.3~G, or 15 percent, and the s character becomes 11.0 percent. With the opposite errors it becomes 14.7 percent.

\subsection{Effects left out of the model}

The unpaired p electron repels paired electrons of equal spin less than those of opposite spin, because of exchange. The paired shells then acquire a net spin density at the nucleus. An unrestricted Hartree--Fock calculation of the triplet atom gives a contact field of $-24.44$~G per unpaired p electron, opposite to the direct 3s term. This value is a sum of partly cancelling 1s, 2s and 3s terms in a basis of s and p functions only. Adding d functions changes it by 0.8~G, to $-23.7$~G, and the PBE functional gives about $-30$~G, so the sign is firm but the decimals are not. Scaled by the p population, it would change the observed $a$ by $-0.637\times24.44=-15.6$~G. The direct 3s part would then be $112.67+15.6\simeq128$~G, and the s character 14.1 percent.

This estimate uses the free atom's 3s pair in place of the back bonds, and bonding can reverse the sign. Planar SiH$_3$ shows this. By symmetry its unpaired orbital has no density at the silicon nucleus, so the whole contact field comes from polarisation. Unrestricted density-functional calculations with a bond length of 0.148~nm give $+43$~G with the PBE functional and $+54$~G with B3LYP, in the same direction as the direct 3s term. Two uncontracted silicon basis sets give PBE values that agree within 1~G. Scaled by 0.637, these values would lower the direct part to about 85 or 78~G, and the s character to about 10 or 9 percent. The size depends strongly on the method: unrestricted Hartree--Fock gives about $+118$~G for the same molecule, which would lower the s character to about 5 percent. The back bonds of a Pb centre go to silicon, not hydrogen, so none of these estimates is a correction to be applied. Together they show that polarisation can shift the result by several points, with a size and sign that are not settled here. Polarisation also alters $b$, but less: in planar SiH$_3$ with PBE the total $b$ is 1 or 2 percent below that of the unpaired orbital alone, depending on how that orbital is defined. With B3LYP it is about 2 percent above instead, and with unrestricted Hartree--Fock about 9 percent above. A change of 2 percent here would move the s character to 12.4 or 12.8 percent, depending on its direction.

Three further effects are estimated to be smaller. Relativity raises the contact constant of a 1s electron bound to a charge of 14 by a factor 1.016; applied to 3s, this lowers the s character to 12.4 percent. A rough $g$ anisotropy of 0.006 changes the conversion of $A_\perp$ between energy and gauss, and gives 12.7 percent.

Spin on the neighbours also produces a dipolar field at the central nucleus. Put the missing weight $1-\eta^2$ in equal parts on three atoms at a rough bond length $R=0.235$~nm, with tetrahedral directions, so that the cosine to the axis is $-1/3$. A point spin of unit weight contributes $(3\cos^2\vartheta-1)/2=-1/3$ times $37.854\,(a_0/R)^3$~G to $b$. With total weight 0.271 the sum is $-0.04$~G, which leaves the s character at 12.6 percent. This estimate treats the neighbouring spins as points and leaves out the density shared between them and the central atom. The model also neglects overlap between the central hybrid and orbitals on other atoms, so $1-\eta^2$ should not be read as a precise population elsewhere.

\subsection{What survives}

These changes were made one at a time and do not form an error bound. They do show that the decimal in 12.6 percent has no physical meaning, and that the value is uncertain by a few points. The conclusion that the hybrid has less s than sp$^3$ is firmer. With the p population held at 0.637, a 25 percent s character needs an s population of $0.637/3=0.212$, hence a direct contact term of 260~G. That is more than twice the observed isotropic part, and far above the 128~G obtained with the atomic estimate of shell polarisation. A polarisation field of the opposite sign would widen the gap.

\section{The real interface}

The model describes identical Pb centres with a common axis. Real interfaces break the assumption of one sharp tensor: local strain varies from site to site, which broadens the lines. If this shifted the measured parallel and perpendicular separations by 5~G in opposite directions, the inferred s character would run from 11 to 15 percent, as found above. Tilted or overlapping centres would also mix the parallel and perpendicular values, so the axis must be identified from the angular dependence before the formulas are used.

Hydrogen passivation turns the dangling orbital into part of a Si--H bond with paired electrons. The resonance of that site then disappears. Under equal measuring conditions, a weaker signal after passivation therefore points to fewer unpaired sites; it does not by itself mean that the remaining hybrids have changed. Charging a site can also remove its unpaired electron, so the loss of signal alone does not prove that hydrogen has bonded there. A change of hybridisation would alter the line separations through $a/b$, although a change in shell polarisation can alter this ratio too.

\section*{Computed results}
\begin{verbatim}
Input parallel splitting: 156.0 G
Input perpendicular splitting: 91.0 G
Input nuclear g factor of Si-29: -1.1106
Microwave frequency: 9.50 GHz
Central resonance field: 3389.8 G
Splitting at 0 deg: exact 156.03, rule 156.00 G
Splitting at 45 deg: exact 127.73, rule 127.70 G
Splitting at 90 deg: exact 91.03, rule 91.00 G
Hydrogen contact check: 1422.8 MHz
Ion check, 3s contact / exact: 0.9986
Ion check, 2p <r^-3> / exact: 1.0000
Contact field per unit density: 317.13 G bohr^3
Dipolar field per unit <r^-3>: 37.854 G bohr^3
HF quintet 3s density at nucleus: 3.867 bohr^-3
HF quintet 3p <r^-3>: 2.246 bohr^-3
Full 3s contact constant a0: 1226.4 G
Full 3p dipolar constant b0: 34.01 G
Isotropic part a: 112.67 G
Dipolar part b: 21.67 G
s population: 0.0919
p population: 0.6370
Weight on the atom eta2: 0.729
s character of normalised hybrid: 12.60 percent
p to s ratio: 6.93
Opposite signs: a: -8.67 G
Opposite signs: b: 82.33 G
Opposite signs: p population: 2.42
Round trip: s put in: 15.00 percent
Round trip: s recovered: 15.01 percent
HF triplet 3s density: 3.809 bohr^-3
HF triplet 3p <r^-3>: 2.042 bohr^-3
LDA quintet 3s density: 4.818 bohr^-3
LDA quintet 3p <r^-3>: 2.684 bohr^-3
Polarisation field per p electron: -24.44 G
Relativistic contact factor: 1.0159
Rough Si-Si bond length: 0.235 nm
Neighbour dipolar part: -0.039 G
Rough g anisotropy: 0.006
Assumed error of each splitting: 5.0 G
Variant: s character in percent, weight eta2
  HF triplet reference: 11.75, 0.794
  LDA quintet reference: 12.15, 0.607
  shell polarisation: 14.10, 0.742
  relativistic contact: 12.43, 0.727
  neighbour dipoles: 12.58, 0.730
  g anisotropy: 12.67, 0.726
  parallel +, perpendicular - error: 10.96, 0.826
  parallel -, perpendicular + error: 14.75, 0.632
\end{verbatim}
